# The crack-tip field between two incompressible solids in plane strain

**Problem.** Two isotropic, linearly elastic solids fill $y>0$ (material 1) and $y<0$ (material 2). They are perfectly bonded along $y=0$, except on a crack whose faces carry no traction. Both are incompressible, the deformation is plane strain, and the shear moduli $\mu_1,\mu_2$ are positive and otherwise arbitrary.

(a) At an interface crack the stress can vary as $r^{-1/2}\cos(\epsilon\ln r+\text{const})$, where $r$ is the distance from the tip. Show that here $\epsilon=0$ for every $\mu_1/\mu_2$, and that no term of the near-tip expansion has a complex power of $r$.

(b) The crack occupies $|x|<a$, and the uncracked interface would carry the uniform stresses $\sigma_{yy}=p>0$, $\sigma_{xy}=\tau$. Find the stress intensity factor, the relative displacement of the faces and the energy release rate. Evaluate them for a silicone adhesive (material 1, $\mu_1=1$ MPa) bonded to a soft silicone encapsulant (material 2, $\mu_2=0.05$ MPa), with $a=0.5$ mm, $p=5$ kPa, $\tau=2$ kPa.

## Hints

1. With $u=u_x+iu_y$ and $z=x+iy$, equilibrium says that a combination of dilatation and rotation is an analytic function.
2. Write the traction on $y=0$ as a sum of two functions, one analytic in the material and one in its mirror image. Traction continuity then joins functions across the whole axis.
3. Write the remaining conditions on the bond and on the crack, and see where the moduli enter.
4. For (b), seek a function that is continuous across the bond and whose two values on the crack have a prescribed sum.

## Solution of (a)

**The representation.** Let $D=\partial_xu_x+\partial_yu_y$ and $\omega=\partial_xu_y-\partial_yu_x$. Hooke's law in the plane is $\sigma_{ij}=(M-2\mu)D\delta_{ij}+2\mu e_{ij}$. In plane strain $M=k+\tfrac43\mu$, where $k$ is the bulk modulus. Since $\nabla^2u_x=\partial_xD-\partial_y\omega$ and $\nabla^2u_y=\partial_yD+\partial_x\omega$, equilibrium reads

$$M\partial_xD-\mu\partial_y\omega=0,\qquad M\partial_yD+\mu\partial_x\omega=0 .$$

These are the Cauchy–Riemann equations for $MD+i\mu\omega$. Define

$$MD+i\mu\omega=(\kappa+1)\Phi(z),\qquad \kappa=\frac{M+\mu}{M-\mu}.$$

Incompressibility is the limit $M\to\infty$, $D\to0$, with $MD$ tending to minus the pressure. Then $\kappa=1$, and $\Phi$ stays finite.

Because $(\kappa+1)/M=2/(M-\mu)=(\kappa-1)/\mu$,

$$D+i\omega=\frac{(\kappa-1)\,\mathrm{Re}\,\Phi+i(\kappa+1)\,\mathrm{Im}\,\Phi}{\mu}=\frac{\kappa\Phi-\overline\Phi}{\mu}.$$

The left side is $(\partial_x-i\partial_y)u=2\partial_zu$. Integrating over $z$ at fixed $\bar z$, with $\varphi'=\Phi$, gives

$$2\mu u=\kappa\varphi(z)-z\overline{\Phi(z)}-\overline{\psi(z)},$$

where $\psi$ is analytic, because the integration "constant" can depend only on $\bar z$.

For the stresses, $\sigma_{xx}+\sigma_{yy}=2(M-\mu)D=4\,\mathrm{Re}\,\Phi$. Also $2\partial_{\bar z}u=e_{xx}-e_{yy}+2ie_{xy}$, so

$$\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}=4\mu\,\partial_{\bar z}u=-2\left(z\overline{\Phi'}+\overline{\psi'}\right).$$

Half the first expression minus half the second is $\sigma_{yy}-i\sigma_{xy}=\Phi+\overline\Phi+z\overline{\Phi'}+\overline{\psi'}$. Now define $\Omega$, analytic in the mirror image of the material, by $\Omega(\bar z)=\overline\Phi+\bar z\overline{\Phi'}+\overline{\psi'}$. Then

$$\sigma_{yy}-i\sigma_{xy}=\Phi(z)+\Omega(\bar z)+(z-\bar z)\overline{\Phi'(z)},$$
$$2\mu\,\partial_xu=\kappa\Phi(z)-\Omega(\bar z)-(z-\bar z)\overline{\Phi'(z)}.$$

On $y=0$ the last terms vanish.

**Traction continuity.** Put the origin at the tip, with the crack on $x<0$. Traction is continuous across the whole axis, since it is zero on both crack faces:

$$\Phi_1+\Omega_1=\Phi_2+\Omega_2\quad\Rightarrow\quad \Phi_1-\Omega_2=\Phi_2-\Omega_1 .$$

The left difference is analytic above the axis and the right one below. As they agree on the axis, they form one function $H$, analytic and single-valued around the tip.

Finite strain energy excludes power-law stresses as strong as $1/r$, so I require $r$ times the stress and $r$ times the displacement gradient to vanish at the tip. Then $r\Phi\to0$. Cauchy's estimate on a disc of radius $|y|/2$ bounds $|y\Phi'|$ by twice the largest $|\Phi|$ on that disc, so $r\Omega\to0$ as well. Hence $zH\to0$, and $H$ is analytic at the tip too.

**The other two conditions.** Substitute $\Omega_1=\Phi_2-H$ and $\Omega_2=\Phi_1-H$. On the bond $\partial_xu$ is continuous:

$$\frac{\kappa_1\Phi_1-\Phi_2+H}{\mu_1}=\frac{\kappa_2\Phi_2-\Phi_1+H}{\mu_2},$$

or, after collecting terms,

$$A\Phi_1-B\Phi_2=\left(\frac1{\mu_2}-\frac1{\mu_1}\right)H,\qquad A=\frac{\kappa_1}{\mu_1}+\frac1{\mu_2},\quad B=\frac{\kappa_2}{\mu_2}+\frac1{\mu_1}.$$

On the crack $\Phi_1+\Omega_1=0$, so $\Phi_1+\Phi_2=H$.

**Incompressibility.** With $\kappa_1=\kappa_2=1$,

$$A=B=S\equiv\frac1{\mu_1}+\frac1{\mu_2}.$$

The bond condition becomes $\Phi_1-\Phi_2=\dfrac{\mu_1-\mu_2}{\mu_1+\mu_2}H$. Remove $H$ by writing

$$\Phi_j=G_j+\frac{\mu_j}{\mu_1+\mu_2}H .$$

What remains is $G_1=G_2$ on the bond and $G_1=-G_2$ on the crack. Thus $G_1$ and $G_2$ form one function $G$ that changes sign across the crack. So does $\sqrt z$, cut along the crack. Therefore $g=\sqrt z\,G$ is single-valued, and since $zg\to0$ it is analytic at the tip:

$$\Phi_j=z^{-1/2}g(z)+\frac{\mu_j}{\mu_1+\mu_2}H(z),$$

with $g$ and $H$ ordinary power series. All powers of $r$ in the stress are therefore half-integers from $-\tfrac12$ upward or integers from $0$ upward. None is complex, and $\epsilon=0$ for any positive $\mu_1/\mu_2$. $\square$

**Meaning.** In the $G$ part $\Omega_j=G$ as well, so the stress is $G(z)+G(\bar z)+(z-\bar z)\overline{G'(z)}$. It contains no modulus, and the singular term has the same angular form as in a homogeneous incompressible body. On the bond $2\mu_j\partial_xu=G-G=0$: the bonded line neither stretches nor turns, so a difference in stiffness creates no misfit there. In the $H$ part $\Omega_j=-\mu_jH/(\mu_1+\mu_2)$. The interface traction is then zero, and $\partial_xu=H/(\mu_1+\mu_2)$ on both sides.

## Solution of (b)

Move the origin to the crack centre and let $T=p-i\tau$. In the uncracked state take $\sigma_{xx}=\sigma_{yy}=p$. In incompressible plane strain $e_{xx}=(\sigma_{xx}-\sigma_{yy})/4\mu=0$, so the two solids fit together. The crack adds a field with traction $-T$ on its faces. With $H=0$ this requires $G_++G_-=-T$ on the crack, where $\pm$ denote the upper and lower sides. The choice

$$G=\frac T2\left(\frac{z}{\sqrt{z^2-a^2}}-1\right)$$

satisfies it, because the root changes sign across the crack. It is continuous across the bond and decays as $z^{-2}$.

**Stress intensity.** The total traction ahead of the crack is $T+2G=Tx/\sqrt{x^2-a^2}$. At $x=a+r$ with $r\ll a$ this is $T\sqrt{a/2r}$. Defining $K=K_1+iK_2$ by $\sigma_{yy}+i\sigma_{xy}=K/\sqrt{2\pi r}$,

$$K=(p+i\tau)\sqrt{\pi a}.$$

**Face displacement.** Integrating $2\mu_1\partial_xu_1=G_+-G_-$ from the tip, with $\sqrt{z^2-a^2}=\pm i\sqrt{a^2-x^2}$ on the two sides, gives $u_1=iT\sqrt{a^2-x^2}/2\mu_1$. For the lower face the sign is reversed and $\mu_2$ replaces $\mu_1$. Since $iT=\tau+ip$,

$$u_1-u_2=(\tau+ip)\frac S2\sqrt{a^2-x^2}.$$

The imaginary part is the opening. It is positive along the whole crack, so the faces do not touch.

**Energy release rate.** Close the crack by face tractions that grow linearly to the uncracked values, at fixed remote load. Their work per unit thickness is the potential energy that the crack had released:

$$W=\frac12\int_{-a}^{a}|T|^2\frac S2\sqrt{a^2-x^2}\,dx=\frac{\pi a^2|T|^2S}{8}.$$

Two tips advance, so $dW=2J\,da$, and

$$J=\frac{\pi a|T|^2S}{8}=\frac{|K|^2S}{8}.$$

**Numbers.** $S=1+20=21$ MPa$^{-1}$.

- $K_1=5\ \text{kPa}\times\sqrt{\pi\times0.0005\ \text{m}}=0.198$ kPa m$^{1/2}$. The factor $\tau/p=0.4$ gives $K_2=0.079$ kPa m$^{1/2}$, and $|K|=0.213$ kPa m$^{1/2}$.
- The central opening is $\tfrac12(0.005\ \text{MPa})(21\ \text{MPa}^{-1})(500\ \mu\text{m})=26.3\ \mu$m. Of this the encapsulant supplies 25 µm and the adhesive 1.25 µm. The slip is 10.5 µm.
- $J=0.120$ J/m².
- The traction phase is $\arctan(\tau/p)=21.8^\circ$ at every point ahead of the crack, because $T$ multiplies a real function of $x$.

**The real joint.** The moduli are rough values for silicones in a power module; the loads and the crack length are chosen. If both moduli rise in proportion to absolute temperature, as for an ideal rubber network, heating from 298 to 398 K at fixed load raises them by 34% and lowers the opening by 25%. This leaves out thermal expansion, which in a confined joint can change the load itself. For layers of thickness $h=5$ mm, the corrections have the scale $(a/h)^2=1\%$ if the encapsulant's outer face can deform freely under its load. If stiff plates hold both outer faces, the incompressible material must move sideways to make room for the opening; the correction can then be much larger, and it depends on the width of the joint. In the encapsulant the near-tip field gives principal strains of up to about 0.1 at 27 µm from the tip and 0.3 at $J/\mu_2\approx2.4\ \mu$m, and local rotations of up to 0.15 and 0.5 rad. Both must be small for the theory to hold, so linear elasticity loses accuracy over the first tens of micrometres and fails at the smaller distance. A surface tension of roughly 20 mN/m matters below about $0.4\ \mu$m. Where the crack front meets a free side of the package, plane strain fails and this result does not apply.

## Variation 1: finite compressibility

*What is $\epsilon$ when the solids are compressible?* The $H$ part can again be removed by $\Phi_j=c_jH+\dots$, with $c_1+c_2=1$ and $Ac_1-Bc_2=1/\mu_2-1/\mu_1$. This is solvable because $A+B>0$. For the rest let $F=A\Phi_1$ above and $F=B\Phi_2$ below. Then $F$ is continuous on the bond, and $F_+/A+F_-/B=0$ on the crack. Trying $F=z^q$ gives

$$e^{2\pi iq}=-\frac AB,\qquad q=n-\tfrac12-i\epsilon,\qquad \epsilon=\frac1{2\pi}\ln\frac AB,$$

with $n=0,1,2,\dots$. On the bond near the tip, $\sigma_{yy}+i\sigma_{xy}$ now varies as $r^{-1/2+i\epsilon}$. Since $\kappa-1=2\mu/(M-\mu)$ and $M-\mu=k+\mu/3$,

$$A-B=\frac{\kappa_1-1}{\mu_1}-\frac{\kappa_2-1}{\mu_2}=\frac{2}{k_1+\mu_1/3}-\frac{2}{k_2+\mu_2/3}.$$

Oscillation needs a mismatch of $k+\mu/3$. Incompressibility is thus sufficient for $\epsilon=0$, but not necessary.

With rough bulk moduli of 1.5 GPa (adhesive) and 1.0 GPa (encapsulant), $\epsilon=-5\times10^{-6}$. Between $r=100$ and 1 µm the near-tip phase turns by $\epsilon\ln(1/100)$, about $0.001^\circ$. With the same shear moduli but Poisson's ratio 0.3 in both solids, $\kappa=1.8$, $A=21.8$ and $B=37$ MPa$^{-1}$. Then $\epsilon=-0.084$, and the same formula gives a turn of $22^\circ$. This is only approximate, because 100 µm is already $a/5$; ahead of the finite crack the turn is about $20^\circ$.

## Variation 2: plane stress

*Does the result survive in a thin incompressible sheet?* With $\sigma_{zz}=0$ the in-plane law keeps its form, with $M=2\mu/(1-\nu)$, where $\nu$ is Poisson's ratio. Hence $\kappa=(3-\nu)/(1+\nu)$, which is $5/3$ at $\nu=\tfrac12$, and

$$A-B=\frac23\left(\frac1{\mu_1}-\frac1{\mu_2}\right).$$

This vanishes only for equal shear moduli. For the example's moduli $\epsilon=-0.073$. This value describes distances from the tip that are large compared with the sheet's thickness but small compared with the crack length; closer to the tip, plane stress fails. The sheet keeps its volume but can change its in-plane area by changing thickness, so $D\ne0$ and the cancellation $A=B$ is lost.

Numerical values quoted here were computed with a short program.
